# The radial Dirac hydrogen atom with identical Gaussians in both components: verification in Python

```python
"""
Radial Dirac hydrogen with identical Gaussians for both components.

Result under test: if the large component P and the small component Q are
expanded in the same radial functions, then
  * the spectra for kappa = -1 (s1/2) and kappa = +1 (p1/2) are identical,
  * no positive-branch level lies below the exact 1s1/2 energy,
  * p1/2 gets a false level far below the exact 2p1/2 energy,
  * for c -> infinity the kinetic energy is a projected one, so the limit
    is not the Schroedinger energy of the large-component basis.
Kinetic balance, Q functions = (d/dr + kappa/r) P functions, restores it.

Symbols: c speed of light, Z nuclear charge, kappa Dirac quantum number,
energies relative to the rest energy, Hartree atomic units.
A radial function is a pair (exponent a, {power k: coefficient}), meaning
sum_k coefficient * r**k * exp(-a r**2).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize_scalar
from scipy.special import gamma

C = 1.0 / constants.fine_structure
HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]


def braket(f, g, shift=0):
    """Integral of f * g * r**shift over r from 0 to infinity."""
    p = f[0] + g[0]
    total = 0.0
    for i, ci in f[1].items():
        for j, cj in g[1].items():
            h = (i + j + shift + 1) / 2
            total += ci * cj * 0.5 * gamma(h) * p ** (-h)
    return total


def normalised(f):
    norm = np.sqrt(braket(f, f))
    return (f[0], {k: v / norm for k, v in f[1].items()})


def gaussian(power, a):
    return normalised((a, {power: 1.0}))


def first_order(f, kappa):
    """Apply d/dr + kappa/r."""
    out = {}
    for k, v in f[1].items():
        if k + kappa != 0:
            out[k - 1] = out.get(k - 1, 0.0) + (k + kappa) * v
        out[k + 1] = out.get(k + 1, 0.0) - 2 * f[0] * v
    return (f[0], out)


def table(bras, kets, shift=0):
    return np.array([[braket(f, g, shift) for g in kets] for f in bras])


def orthonormaliser(basis):
    s, u = eigh(table(basis, basis))
    assert s[0] > 1e-10
    return u / np.sqrt(s)


def matrices(large, small, kappa, Z=1.0):
    """V (large), V (small), coupling and full kinetic energy, orthonormal."""
    xl, xs = orthonormaliser(large), orthonormaliser(small)
    v_large = -Z * xl.T @ table(large, large, -1) @ xl
    v_small = -Z * xs.T @ table(small, small, -1) @ xs
    images = [first_order(f, kappa) for f in large]
    coupling = xs.T @ table(small, images) @ xl
    slopes = [first_order(f, 0) for f in large]
    kinetic = 0.5 * table(slopes, slopes)
    if kappa * (kappa + 1) != 0:
        kinetic += 0.5 * kappa * (kappa + 1) * table(large, large, -2)
    return v_large, v_small, coupling, xl.T @ kinetic @ xl


def dirac_all(large, small, kappa, c=C, Z=1.0):
    vl, vs, pi, _ = matrices(large, small, kappa, Z)
    h = np.block([[vl, c * pi.T],
                  [c * pi, vs - 2 * c**2 * np.eye(len(small))]])
    return np.linalg.eigvalsh(h)


def dirac(large, small, kappa, c=C, Z=1.0):
    """Positive-branch levels, ascending."""
    return dirac_all(large, small, kappa, c, Z)[len(small):]


def limit(large, small, kappa, Z=1.0):
    """Levels after elimination of the small component for c -> infinity."""
    vl, _, pi, _ = matrices(large, small, kappa, Z)
    return np.linalg.eigvalsh(0.5 * pi.T @ pi + vl)


def schroedinger(large, kappa, Z=1.0):
    vl, _, _, t = matrices(large, large, kappa, Z)
    return np.linalg.eigvalsh(t + vl)


def exact(n, kappa, c=C, Z=1.0):
    g = np.sqrt(kappa**2 - (Z / c) ** 2)
    x = (Z / c) / (n - abs(kappa) + g)
    return c**2 * (1 / np.sqrt(1 + x**2) - 1)


def balanced(large, kappa):
    return [normalised(first_order(f, kappa)) for f in large]


exponents = np.geomspace(0.02, 40.0, 8)
p_set = [gaussian(2, a) for a in exponents]
s_set = [gaussian(1, a) for a in exponents]
E1S, E2P, E3P = exact(1, -1), exact(2, 1), exact(3, 1)

# Analytic matrix elements against quadrature with a numerical derivative.
def value(f, r):
    return sum(v * r**k for k, v in f[1].items()) * np.exp(-f[0] * r * r)

fa, fb, step = p_set[2], p_set[3], 1e-5
numeric = quad(lambda r: value(fa, r) * (
    (value(fb, r + step) - value(fb, r - step)) / (2 * step)
    + value(fb, r) / r), 0, 15, epsabs=1e-10, limit=200)[0]
assert abs(numeric - braket(fa, first_order(fb, 1))) < 1e-7

# Exact level formula against a large balanced basis, strong relativity.
rich = [gaussian(2, 0.008 * 1.9**k) for k in range(20)]
c_test = 20.0
rich_level = dirac(rich, balanced(rich, 1), 1, c=c_test)[0]
assert abs(rich_level - exact(2, 1, c=c_test)) < 1e-5
assert abs(exact(2, 1, c=c_test) + 0.125) > 5e-5

# Identical functions: equal spectra for both signs of kappa, and the bound.
same_p = dirac(p_set, p_set, 1)
same_s = dirac(p_set, p_set, -1)
kappa_gap = np.max(np.abs(same_p - same_s))
assert np.allclose(same_p, same_s, rtol=1e-8, atol=1e-8)
assert np.allclose(limit(p_set, p_set, 1), limit(p_set, p_set, -1),
                   rtol=1e-9, atol=1e-9)
rng = np.random.default_rng(5)
for trial in range(5):
    odd_exponents = 0.05 * 3.0 ** (np.arange(5) + 0.5 * rng.random(5))
    for power in (1, 2):
        trial_set = [gaussian(power, a) for a in odd_exponents]
        plus = dirac_all(trial_set, trial_set, 1, c=10.0, Z=2.0)
        minus = dirac_all(trial_set, trial_set, -1, c=10.0, Z=2.0)
        assert np.allclose(plus, minus, rtol=1e-9, atol=1e-9)
        floor = exact(1, -1, c=10.0, Z=2.0)
        assert plus[5] >= floor - 1e-9
        assert plus[4] <= -200.0 - floor + 1e-9
assert same_p[0] >= E1S - 1e-9
assert same_p[0] < E2P - 0.3

# Factorised eigenvalue condition, tested on the lowest levels at c = 10.
for kappa in (-1, 1):
    c = 10.0
    vl, _, pi, _ = matrices(p_set, p_set, kappa)
    inv_r = -vl
    deriv = pi - kappa * inv_r
    assert np.max(np.abs(deriv + deriv.T)) < 1e-9
    tanh = 1.0 / (c * kappa)
    cosh = 1.0 / np.sqrt(1 - tanh**2)
    root = np.sqrt(kappa**2 - 1 / c**2)
    for level in dirac(p_set, p_set, kappa, c=c)[:3]:
        eps = level + c**2
        g = (c * deriv + c * np.sign(kappa) * root * inv_r
             - eps * tanh * cosh * np.eye(len(p_set)))
        target = eps**2 * cosh**2 - c**4
        assert np.min(np.abs(np.linalg.eigvalsh(g.T @ g) - target)) < 1e-7

# Wrong limit: Dirac levels approach the projected problem as 1/c**2.
wrong_limit = limit(p_set, p_set, 1)[0]
true_limit = schroedinger(p_set, 1)[0]
shifts = [dirac(p_set, p_set, 1, c=f * C)[0] - wrong_limit for f in (1, 2, 4)]
assert abs(shifts[0] / shifts[1] - 4) < 0.1
assert abs(shifts[1] / shifts[2] - 4) < 0.2
assert wrong_limit < true_limit - 0.3

# The missing kinetic energy in the false state.
vl, _, pi, t_full = matrices(p_set, p_set, 1)
t_proj = 0.5 * pi.T @ pi
assert np.linalg.eigvalsh(t_full - t_proj)[0] > -1e-9
vec = np.linalg.eigh(t_proj + vl)[1][:, 0]
mean_proj, mean_full, mean_v = (vec @ m @ vec for m in (t_proj, t_full, vl))
assert mean_full + mean_v > -0.125

# Kinetic balance restores the Schroedinger limit and a sound level.
bal = dirac(p_set, balanced(p_set, 1), 1)
bal_limit = limit(p_set, balanced(p_set, 1), 1)[0]
assert abs(bal_limit - true_limit) < 1e-9
assert 0 < bal[0] - E2P < 1e-3
# Equal exponents are balanced for s1/2, not for p1/2.
assert abs(limit(s_set, p_set, -1)[0] - schroedinger(s_set, -1)[0]) < 1e-9
equal_exp = dirac(p_set, s_set, 1)
equal_exp_limit = limit(p_set, s_set, 1)[0]
assert equal_exp_limit < true_limit - 1e-8

# Basis-size dependence of the false level.
sizes = (4, 8, 12)
false_levels = []
for n in sizes:
    basis = [gaussian(2, a) for a in np.geomspace(0.02, 40.0, n)]
    false_levels.append(dirac(basis, basis, 1)[0])
    assert E1S - 1e-9 <= false_levels[-1] < E2P - 0.05

# One Gaussian, exponent optimised.
def best(energy):
    res = minimize_scalar(lambda t: energy(np.exp(t)), bounds=(-5, 3),
                          method="bounded", options={"xatol": 1e-8})
    return np.exp(res.x), res.fun

a_same, e_same = best(
    lambda a: dirac([gaussian(2, a)], [gaussian(2, a)], 1)[0])
a_exp, e_exp = best(
    lambda a: limit([gaussian(2, a)], [gaussian(1, a)], 1)[0])
a_sch, e_sch = best(lambda a: schroedinger([gaussian(2, a)], 1)[0])
u_same = braket(gaussian(2, a_same), gaussian(2, a_same), -1)
assert abs(e_same - (C * np.sqrt(C**2 - 1) - C**2)) < 1e-8
assert abs(e_same - E1S) < 1e-8
assert abs(u_same - 1 / np.sqrt(1 - 1 / C**2)) < 1e-4
u_half = braket(gaussian(2, 0.5), gaussian(2, 0.5), -1)
e_half = dirac([gaussian(2, 0.5)], [gaussian(2, 0.5)], 1)[0]
assert abs(e_half - (-u_half - C**2 + C * np.sqrt(C**2 + u_half**2))) < 1e-8
assert abs(e_exp + 16 / (27 * np.pi)) < 1e-8
assert abs(e_sch + 16 / (45 * np.pi)) < 1e-8

# s1/2 with two identical s-type Gaussians: wrong limit, but no crossing.
two_exponents = (0.25, 1.25)
two = [gaussian(1, a) for a in two_exponents]
two_dirac = dirac(two, two, -1)[0]
two_limit, two_sch = limit(two, two, -1)[0], schroedinger(two, -1)[0]
assert two_dirac >= E1S - 1e-9 and two_limit >= -0.5 - 1e-10
assert two_limit < two_sch - 1e-5

print(f"speed of light c = {C:.6f} a.u.")
print("exponents (bohr^-2):")
print("  " + " ".join(f"{a:.5g}" for a in exponents))
print(f"exact 1s1/2 = {E1S:.8f} hartree")
print(f"exact 2p1/2 = {E2P:.8f} hartree")
print(f"exact 3p1/2 = {E3P:.8f} hartree")
print("p1/2, 8 functions, lowest three levels (hartree):")
for name, levels in (("identical functions", same_p),
                     ("equal exponents, s-type Q", equal_exp),
                     ("kinetic balance", bal)):
    print(f"  {name}: " + " ".join(f"{e:.8f}" for e in levels[:3]))
print(f"largest kappa=+1/-1 level difference = {kappa_gap:.1e} hartree")
print(f"false level minus exact 2p1/2 = {same_p[0] - E2P:.6f} hartree")
print(f"  the same = {(same_p[0] - E2P) * HARTREE_EV:.4f} eV")
print("false level against number of functions (hartree):")
for n, e in zip(sizes, false_levels):
    print(f"  n = {n}: {e:.8f}")
print("limit c -> infinity, lowest p level (hartree):")
print(f"  identical functions: {wrong_limit:.8f}")
print(f"  equal exponents, s-type Q: {equal_exp_limit:.8f}")
print(f"  kinetic balance: {bal_limit:.8f}")
print(f"  Schroedinger, same P basis: {true_limit:.8f}")
print("false level minus its limit (microhartree):")
for f, d in zip((1, 2, 4), shifts):
    print(f"  c times {f}: {d * 1e6:.4f}")
print("false state at c -> infinity (hartree):")
print(f"  projected kinetic energy = {mean_proj:.6f}")
print(f"  full kinetic energy = {mean_full:.6f}")
print(f"  potential energy = {mean_v:.6f}")
print(f"  full kinetic + potential = {mean_full + mean_v:.6f}")
print("one p-type Gaussian, optimised exponent:")
print(f"  identical Q, Dirac: a = {a_same:.4f} bohr^-2")
print(f"    E = {e_same:.8f} hartree, <1/r> = {u_same:.4f} bohr^-1")
print(f"  s-type Q, c -> infinity: a = {a_exp:.4f} bohr^-2")
print(f"    E = {e_exp:.8f} hartree")
print(f"  Schroedinger: a = {a_sch:.4f} bohr^-2")
print(f"    E = {e_sch:.8f} hartree")
print(f"s1/2, two s-type Gaussians, a = {two_exponents} bohr^-2:")
print(f"  identical functions, Dirac = {two_dirac:.8f} hartree")
print(f"  identical functions, limit = {two_limit:.8f} hartree")
print(f"  Schroedinger = {two_sch:.8f} hartree")
print("ALL CHECKS PASSED")
```

Running it gives:

```
speed of light c = 137.035999 a.u.
exponents (bohr^-2):
  0.02 0.059239 0.17546 0.51971 1.5393 4.5594 13.505 40
exact 1s1/2 = -0.50000666 hartree
exact 2p1/2 = -0.12500208 hartree
exact 3p1/2 = -0.05555630 hartree
p1/2, 8 functions, lowest three levels (hartree):
  identical functions: -0.49801482 -0.12476857 -0.03025702
  equal exponents, s-type Q: -0.12509717 -0.07263442 0.09026517
  kinetic balance: -0.12496013 -0.03502378 0.21308331
largest kappa=+1/-1 level difference = 1.8e-11 hartree
false level minus exact 2p1/2 = -0.373013 hartree
  the same = -10.1502 eV
false level against number of functions (hartree):
  n = 4: -0.46300985
  n = 8: -0.49801482
  n = 12: -0.49728080
limit c -> infinity, lowest p level (hartree):
  identical functions: -0.49800857
  equal exponents, s-type Q: -0.12509511
  kinetic balance: -0.12495805
  Schroedinger, same P basis: -0.12495805
false level minus its limit (microhartree):
  c times 1: -6.2485
  c times 2: -1.5621
  c times 4: -0.3905
false state at c -> infinity (hartree):
  projected kinetic energy = 0.494239
  full kinetic energy = 20.129451
  potential energy = -0.992248
  full kinetic + potential = 19.137204
one p-type Gaussian, optimised exponent:
  identical Q, Dirac: a = 0.8836 bohr^-2
    E = -0.50000666 hartree, <1/r> = 1.0000 bohr^-1
  s-type Q, c -> infinity: a = 0.1258 bohr^-2
    E = -0.18862808 hartree
  Schroedinger: a = 0.0453 bohr^-2
    E = -0.11317685 hartree
s1/2, two s-type Gaussians, a = (0.25, 1.25) bohr^-2:
  identical functions, Dirac = -0.48797705 hartree
  identical functions, limit = -0.48797131 hartree
  Schroedinger = -0.47902108 hartree
ALL CHECKS PASSED
```
